# Logarithmic Electron Trapping in Oxides by Soft Mutual Repulsion: test program

```python
"""
Logarithmic electron trapping in an oxide.
Result under test: n(F) = ln(1 + a*P0*F)/a
  n  : trapped electrons per cm2       F  : injected electrons per cm2
  P0 : initial capture probability = sigma0*N (cross-section * trap density)
  a  : effective repulsion area, the integral of w(r) over the trap sheet
A trapped electron multiplies the capture chance at distance r by 1-w(r).
The law needs small w with wide overlap, and n much smaller than N.
Lengths are in cm unless a name says otherwise; energies are in eV.
"""
import numpy as np
from mpmath import polylog
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import exp1, k0

q = const.e
eps = 3.9 * const.epsilon_0 / 100          # F/cm
temperature = 300.0
thickness = 100e-7
trap_density = 1e13
sigma0 = 3e-18
w0 = 0.05
reach = 30e-7
cathode_field = 1e6                         # V/cm
current = 1e-5                              # A/cm2
charges = np.array([1e-3, 1e-2, 1e-1])      # C/cm2
fluences = charges / q
P0 = sigma0 * trap_density
a = 2 * np.pi * reach**2 * w0
b = 2 * np.pi * reach**2 * float(polylog(2, w0))
F0 = 1 / (a * P0)


def log_law(F, area=a, probability=P0):
    return np.log1p(area * probability * F) / area


def filling_law(F, area=a):
    """Invert the exponential-integral solution for finite trap density."""
    full = area * trap_density

    def mismatch(n):
        left = np.exp(full) * (exp1(area * (trap_density - n)) - exp1(full))
        return left - sigma0 * F
    return brentq(mismatch, 0, trap_density * (1 - 1e-12))


# Periodic array with one trap per cell.
side = 120
cells = side**2
cell_area = 1 / trap_density
sample_area = cells * cell_area
offset = np.minimum(np.arange(side), side - np.arange(side))
r2_cells = offset[:, None]**2 + offset[None, :]**2
soft = w0 * np.exp(-r2_cells * cell_area / (2 * reach**2))
hard = (r2_cells <= 9).astype(float)
rng = np.random.default_rng(12345)


def simulate(kernel, fill_traps=False):
    """Inject single electrons; return captures at each fluence and openness."""
    keep = 1 - kernel
    openness = np.ones((side, side))
    targets = fluences * sample_area
    injected, captured = 0, 0
    counts, history = [], []
    while len(counts) < len(targets):
        cumulative = np.cumsum(openness.ravel())
        total = cumulative[-1]
        history.append(total / cells)
        if total < 0.5:                     # no open place is left
            counts.extend([captured] * (len(targets) - len(counts)))
            break
        injected += int(rng.geometric(P0 * total / cells))
        while len(counts) < len(targets) and injected > targets[len(counts)]:
            counts.append(captured)
        if len(counts) == len(targets):
            break
        site = np.searchsorted(cumulative, rng.random() * total, side="right")
        row, col = divmod(int(site), side)
        openness *= np.roll(keep, (row, col), axis=(0, 1))
        if fill_traps:
            openness[row, col] = 0
        captured += 1
    return np.array(counts), np.array(history)


# Areas by explicit sums, and sign of the Fourier components of w.
assert abs(soft.sum() * cell_area / a - 1) < 1e-5
assert abs(-np.log1p(-soft).sum() * cell_area / b - 1) < 1e-5
assert np.fft.fft2(soft).real.min() > -1e-6 * soft.sum()

# Soft repulsion: exponential rate and logarithmic growth.
runs = [simulate(soft) for _ in range(4)]
n_sim = np.mean([run[0] for run in runs], axis=0) / sample_area
rate_rows = []
for x in (1, 2, 3):
    index = round(x * sample_area / a)
    phi = np.mean([run[1][index] for run in runs])
    n_here = index / sample_area
    lower, upper = np.exp(-b * n_here), np.exp(-a * n_here)
    # Upper bound holds for the average; 3% allows for the finite sample.
    assert lower * (1 - 1e-6) <= phi <= upper * 1.03
    rate_rows.append((x, phi, lower, upper))
for simulated, F in zip(n_sim, fluences):
    expected = log_law(F)
    # Four counting errors over four runs, plus 2% for finite w.
    tolerance = 4 / np.sqrt(4 * expected * sample_area) + 0.02
    assert abs(simulated / expected - 1) < tolerance

# Five times weaker repulsion makes trap filling important.
weak_runs = [simulate(soft / 5, True)[0][-1] for _ in range(2)]
weak_sim = np.mean(weak_runs) / sample_area
weak_filling = filling_law(fluences[-1], a / 5)
weak_log = log_law(fluences[-1], a / 5)
assert abs(weak_sim / weak_filling - 1) < 0.04
assert weak_log > 1.1 * weak_sim

# Hard exclusion gives jamming, not the logarithmic law.
hard_area = hard.sum() * cell_area
hard_n = np.mean([simulate(hard)[0][-1] for _ in range(2)]) / sample_area
hard_x = hard_n * hard_area
hard_log_x = hard_area * log_law(fluences[-1], hard_area)
assert hard_x < 0.75 * hard_log_x


# Direct integration of the two rate equations.
def integrate(fill_traps):
    def rate(F, y):
        available = trap_density - y[0] if fill_traps else trap_density
        return [sigma0 * available * np.exp(-a * y[0])]
    return solve_ivp(rate, (0, 1.1 * fluences[-1]), [0], rtol=1e-9,
                     atol=1.0, dense_output=True).sol


plain, filled = integrate(False), integrate(True)
for F in fluences:
    assert abs(plain(F)[0] / log_law(F) - 1) < 1e-5
    assert abs(filled(F)[0] / filling_law(F) - 1) < 1e-5
F_end, factor = fluences[-1], 1.05
slope_numeric = ((plain(F_end * factor)[0] - plain(F_end / factor)[0])
                 / (2 * np.log10(factor)))
slope_end = np.log(10) / a * F_end / (F_end + F0)
assert abs(slope_numeric / slope_end - 1) < 1e-3
small_F = F0 / 1000
assert abs(plain(small_F)[0] / (P0 * small_F) - 1) < 2e-3

# Voltage shift from direct integration of a spread charge layer.
n_end = log_law(F_end)
shifts = q * log_law(fluences) * thickness / (2 * eps)
z = np.linspace(0, thickness, 4001)
profile = np.exp(-(z - thickness / 2)**2 / (2 * (5e-7)**2))
profile *= n_end / trapezoid(profile, z)
field_change = cumulative_trapezoid(q * profile / eps, z, initial=0)
assert abs(trapezoid(field_change, z) / shifts[-1] - 1) < 1e-5


# Electrode screening of one central charge, by its image charges.
def screened_energy(r):
    k = np.arange(-4000, 4001)
    terms = np.where(k % 2 == 0, 1.0, -1.0) / np.hypot(r, k * thickness)
    terms[[0, -1]] *= 0.5
    return q / (4 * np.pi * eps) * terms.sum()


decay = screened_energy(1.5 * thickness) / screened_energy(thickness)
assert abs(decay / (k0(1.5 * np.pi) / k0(np.pi)) - 1) < 1e-2


# Tunnelling exponent through a triangular barrier, by quadrature.
def tunnel_exponent(barrier, field):
    mass = 0.42 * const.m_e
    field_si = field * 100
    width = barrier / field_si
    wave = np.sqrt(2 * mass * q * barrier) / const.hbar
    result = 2 * width * wave * quad(lambda t: np.sqrt(1 - t), 0, 1)[0]
    closed = (4 * np.sqrt(2 * mass) * (q * barrier)**1.5
              / (3 * const.hbar * q * field_si))
    assert abs(result / closed - 1) < 1e-7
    return result


# Size of neglected effects at the largest fluence.
n_filled = filling_law(F_end)
n_finite_w = log_law(F_end, b)
anode_field = cathode_field + q * n_end / eps
sheet_field = cathode_field + q * n_end / (2 * eps)
n_field = log_law(F_end, a, P0 * cathode_field / sheet_field)
creation_yield = 1e-7
created_fraction = creation_yield * F_end / trap_density
breakdown_field = 1e7
attempt = 1e13
trap_depth, cathode_barrier = 2.5, 3.1
stress_time = charges[-1] / current
log_attempts = np.log10(attempt * stress_time)
log_thermal = log_attempts - trap_depth * q / (
    const.k * temperature * np.log(10))
log_trap_tunnel = log_attempts - tunnel_exponent(
    trap_depth, anode_field) / np.log(10)
surface_electrons = 1e13
log_leak = np.log10(q * surface_electrons * attempt) - tunnel_exponent(
    cathode_barrier, cathode_field) / np.log(10)
assert max(log_thermal, log_trap_tunnel) < -3
assert log_leak < np.log10(current) - 3
assert anode_field < 0.5 * breakdown_field

print(f"oxide thickness = {thickness*1e7:.0f} nm, T = {temperature:.0f} K")
print(f"trap density N = {trap_density:.2e} cm-2")
print(f"cross-section sigma0 = {sigma0:.2e} cm2")
print(f"repulsion strength w0 = {w0:.3f}, reach s = {reach*1e7:.0f} nm")
print(f"initial capture probability P0 = {P0:.2e}")
print(f"area a = {a*1e14:.2f} nm2, area b = {b*1e14:.2f} nm2")
print(f"density scale 1/a = {1/a:.3e} cm-2, b/a = {b/a:.4f}")
print(f"F0 = {F0:.3e} cm-2 = {q*F0*1e3:.3f} mC/cm2")
print(f"asymptotic gain per decade = {np.log(10)/a:.3e} cm-2")
print("Q (mC/cm2), F (cm-2), F/F0, n law (cm-2), n sim (cm-2), shift (V)")
for Q, F, simulated, shift in zip(charges, fluences, n_sim, shifts):
    print(f"{Q*1e3:.0f}, {F:.3e}, {F/F0:.3f}, {log_law(F):.3e}, "
          f"{simulated:.3e}, {shift:.3f}")
print(f"local slope at largest Q = {slope_end:.3e} cm-2 per decade")
print("a*n, simulated rate factor, exp(-b*n), exp(-a*n)")
for x, phi, lower, upper in rate_rows:
    print(f"{x}, {phi:.4f}, {lower:.4f}, {upper:.4f}")
print(f"hard discs: a*n simulated = {hard_x:.3f}, log law = {hard_log_x:.3f}")
print(f"weak repulsion (w0/5): n simulated = {weak_sim:.3e} cm-2")
print(f"weak repulsion: filling law = {weak_filling:.3e} cm-2")
print(f"weak repulsion: log law = {weak_log:.3e} cm-2")
print(f"screening length d/pi = {thickness/np.pi*1e7:.1f} nm")
print(f"screened repulsion energy at s = {screened_energy(reach)*1e3:.2f} meV")
print("Neglected effects at largest Q:")
print(f"filled fraction n/N = {100*n_end/trap_density:.1f} %")
print(f"n with trap filling = {n_filled:.3e} cm-2 "
      f"({100*(n_filled/n_end-1):.1f} %)")
print(f"n with exp(-b*n) = {n_finite_w:.3e} cm-2 "
      f"({100*(n_finite_w/n_end-1):.1f} %)")
print(f"cathode field = {cathode_field/1e6:.2f} MV/cm")
print(f"mean field at sheet = {sheet_field/1e6:.2f} MV/cm")
print(f"anode field = {anode_field/1e6:.2f} MV/cm")
print(f"rough breakdown field = {breakdown_field/1e6:.0f} MV/cm")
print(f"n if sigma0 varies as 1/field = {n_field:.3e} cm-2 "
      f"({100*(n_field/n_end-1):.1f} %)")
print(f"rough trap creation yield = {creation_yield:.0e} per electron")
print(f"created traps / N = {100*created_fraction:.2f} %")
print(f"current = {current:.0e} A/cm2, stress time = {stress_time:.0f} s")
print(f"trap depth = {trap_depth} eV, cathode barrier = {cathode_barrier} eV")
print(f"attempt rate = {attempt:.0e} s-1, tunnelling mass = 0.42 m_e")
print(f"log10 thermally emitted fraction = {log_thermal:.1f}")
print(f"log10 tunnel-emitted fraction = {log_trap_tunnel:.1f}")
print(f"surface electrons for leakage = {surface_electrons:.0e} cm-2")
print(f"log10 cathode leakage (A/cm2) = {log_leak:.1f}")
print("checks complete")
```

Printed output:

```
oxide thickness = 100 nm, T = 300 K
trap density N = 1.00e+13 cm-2
cross-section sigma0 = 3.00e-18 cm2
repulsion strength w0 = 0.050, reach s = 30 nm
initial capture probability P0 = 3.00e-05
area a = 282.74 nm2, area b = 286.36 nm2
density scale 1/a = 3.537e+11 cm-2, b/a = 1.0128
F0 = 1.179e+16 cm-2 = 1.889 mC/cm2
asymptotic gain per decade = 8.144e+11 cm-2
Q (mC/cm2), F (cm-2), F/F0, n law (cm-2), n sim (cm-2), shift (V)
1, 6.242e+15, 0.529, 1.503e+11, 1.493e+11, 0.349
10, 6.242e+16, 5.294, 6.506e+11, 6.516e+11, 1.509
100, 6.242e+17, 52.942, 1.410e+12, 1.408e+12, 3.272
local slope at largest Q = 7.993e+11 cm-2 per decade
a*n, simulated rate factor, exp(-b*n), exp(-a*n)
1, 0.3660, 0.3634, 0.3681
2, 0.1331, 0.1318, 0.1352
3, 0.0484, 0.0479, 0.0498
hard discs: a*n simulated = 1.904, log law = 4.013
weak repulsion (w0/5): n simulated = 3.813e+12 cm-2
weak repulsion: filling law = 3.835e+12 cm-2
weak repulsion: log law = 4.333e+12 cm-2
screening length d/pi = 31.8 nm
screened repulsion energy at s = 7.47 meV
Neglected effects at largest Q:
filled fraction n/N = 14.1 %
n with trap filling = 1.372e+12 cm-2 (-2.7 %)
n with exp(-b*n) = 1.397e+12 cm-2 (-1.0 %)
cathode field = 1.00 MV/cm
mean field at sheet = 1.33 MV/cm
anode field = 1.65 MV/cm
rough breakdown field = 10 MV/cm
n if sigma0 varies as 1/field = 1.312e+12 cm-2 (-6.9 %)
rough trap creation yield = 1e-07 per electron
created traps / N = 0.62 %
current = 1e-05 A/cm2, stress time = 10000 s
trap depth = 2.5 eV, cathode barrier = 3.1 eV
attempt rate = 1e+13 s-1, tunnelling mass = 0.42 m_e
log10 thermally emitted fraction = -25.0
log10 tunnel-emitted fraction = -28.9
surface electrons for leakage = 1e+13 cm-2
log10 cathode leakage (A/cm2) = -97.7
checks complete
```
